Particle number in G0W0, GW0 and GW for two sites

**Problem**

Two electrons occupy two sites in a spin-unpolarized state at zero temperature. The hopping is t, the site energies are e₁ and e₂, and the repulsions within the sites are U₁ and U₂, both positive. Take

t = 1 eV, e₁ = 0, e₂ = 1 eV, U₁ = 6 eV, U₂ = 2 eV.

Start from the Hartree-Fock Green's function G₀, form the G0W0 self-energy, and solve the full Dyson equation for G.

(a) What particle number N does this G contain?

(b) For which parameters is N an integer?

(c) What changes if G is made self-consistent, first with W₀ held fixed (GW0) and then with W updated too (GW)?

Units with ħ = 1 are used, orbitals are real, and G is the Green's function of one spin. N is twice the total site weight of the poles of G below the gap.

**A tempting solution**

*Hartree-Fock.* Let nᵢ be the occupation of site i per spin. The Hartree potential is 2Uᵢnᵢ and exchange removes Uᵢnᵢ, so

h₁₁ = e₁ + U₁n₁, h₂₂ = e₂ + U₂n₂, h₁₂ = −t.

Call the filled orbital o, the empty one v, their energies ε_o and ε_v, and the gap D = ε_v − ε_o. Then nᵢ = oᵢ². Orthonormality in two dimensions gives v₁² = n₂, v₂² = n₁ and o₁v₁ = −o₂v₂. Choose signs so that s = o₁v₁ > 0. The transition density is d = (s, −s).

The self-consistent solution has n₁ = 0.41706 and n₂ = 0.58294. The diagonal elements are 6 × 0.41706 = 2.502 eV and 1 + 2 × 0.58294 = 2.166 eV. The levels are 1.3201 and 3.3482 eV, so D = 2.0281 eV, and s = 0.49307.

*Screening.* The polarization is

χ₀,ij(ω) = −2i ∫ dω′/(2π) G₀,ij(ω′+ω) G₀,ji(ω′),

where 2 counts spins. Filled poles lie just above the real axis and empty poles just below it. A product of two filled or two empty terms has both poles on one side, so its integral vanishes. The two mixed products, closed around the filled pole, give 2/(ω−D) and −2/(ω+D). Hence

χ₀ = X d dᵀ, X = 4D/(ω² − D²).

With V = diag(U₁, U₂), the screened interaction obeys W = V + Vχ₀W. Multiplying by dᵀ gives dᵀW = dᵀV/(1 − Xu), where u = dᵀVd = s²(U₁+U₂). Therefore

W − V = V d dᵀ V X/(1 − Xu) = V d dᵀ V · 4D/(ω² − D² − 4Du).

This can be written as

W − V = γγᵀ · 2Ω/(ω² − Ω²),

Ω² = D² + 4Du, γ = V d √(2D/Ω).

Here Ω² = 2.0281² + 4 × 2.0281 × 0.49307² × 8 = 19.89 eV², so Ω = 4.460 eV. The couplings are γ₁ = 2.8213 eV and γ₂ = −0.9404 eV.

*Self-energy.* The correlation part is Σ_c(ω) = i∫dω′/(2π) G₀(ω+ω′)[W−V](ω′), multiplied element by element. Write

2Ω/(ω′²−Ω²) = 1/(ω′−Ω+iη) − 1/(ω′+Ω−iη).

For an empty pole of G₀, close the contour above, around ω′ = −Ω. The factor is i·i·(−1) = 1 and the result is 1/(ω−ε_v−Ω). For a filled pole, close below, around ω′ = Ω. The factor is i·(−i) = 1 and the result is 1/(ω−ε_o+Ω). Thus

Σ_c(ω) = a aᵀ/(ω−E_A) + b bᵀ/(ω−E_B),

aᵢ = γᵢoᵢ, bᵢ = γᵢvᵢ, E_A = ε_o−Ω, E_B = ε_v+Ω.

The static self-energy is already in h, because the start is Hartree-Fock.

*Dyson equation.* Introduce one auxiliary level for each self-energy pole and form the symmetric matrix

M =
[ h  a  b ]
[ aᵀ E_A 0 ]
[ bᵀ 0 E_B ].

Eliminating the auxiliary components from (ω−M)⁻¹ leaves the site block (ω−h−Σ_c)⁻¹, which is G. If E_k is an eigenvalue of M and x_k the site part of its normalized eigenvector, then G has a pole at E_k with residue x_k x_kᵀ.

Without coupling, o and A are filled. As the coupling is switched on, the number of filled levels stays two while the gap remains open.

*Counting.* Let L_h be the weight of A in the empty eigenvectors and L_e the weight of B in the filled ones. The two filled eigenvectors have total norm 2, made up of site weight N/2, A weight 1−L_h and B weight L_e. So

N/2 − 1 = L_h − L_e.

The auxiliary rows of the eigenvalue equation give the A component aᵀx_k/(E_k−E_A), and similarly for B. Let q denote the pole of the input Green's function from which an auxiliary level came, and define

c_qk = Σᵢ γᵢ x_q(i) x_k(i).

Then

L_h = Σ(q filled, k empty) c_qk²/(E_k−E_q+Ω)²,

L_e = Σ(q empty, k filled) c_qk²/(E_k−E_q−Ω)².

Now exchange the names q and k in L_e. The coupling is symmetric and the denominator changes only its sign before squaring. L_e becomes L_h, and the conclusion is N = 2 for all parameters.

**Where it fails**

Everything up to the exchange of names is correct. The exchange assumes that q and k run over the same poles. In G0W0, q labels the two poles of G₀ while k labels the four poles of G. L_h contains q = o with the two empty poles of G; L_e contains q = v with its two filled poles. Renaming does not turn one sum into the other.

The argument does hold to first order in Σ_c. At that order k may be taken from G₀. Both leakages are then c²/(D+Ω)², with

c = Σᵢ γᵢoᵢvᵢ = s(γ₁−γ₂).

They cancel, so any departure from 2 starts at second order in Σ_c.

**The G0W0 number**

Diagonalizing M gives the following poles.

- Filled: −3.7333 eV with site weight 0.08587, and 0.9173 eV with 0.90877.
- Empty: 3.5415 eV with site weight 0.88807, and 8.6108 eV with 0.11730.

The answer to (a) is

N = 2(0.08587 + 0.90877) = 1.9893.

The leakages agree with this: L_h = 0.064431 and L_e = 0.069801, so N − 2 = 2(L_h−L_e) = −0.0107. About one hundredth of an electron is missing. No electron has gone anywhere; the approximate G fails to account for it.

**When the integer survives**

In the basis o, v, A, B, the remaining couplings are

p = oᵀa = γ₁n₁ + γ₂n₂,

r = vᵀb = γ₁n₂ + γ₂n₁,

between o and A and between v and B. The coupling c links both v with A and o with B. Measured from midgap, o and v lie at ∓D/2, and A and B at ∓(D/2+Ω).

Write F(p,r) = L_h−L_e. Two changes of basis determine its symmetry.

1. Map o→v, v→o, A→−B, B→−A. The energies change sign, the v–B coupling becomes −p, the o–A coupling becomes −r, and both c couplings become −c. The result is −M with p and r exchanged. The overall minus sign exchanges filled and empty vectors, and A has taken the place of B. Hence F(p,r) = −F(r,p).

2. Reverse the signs of o and B. This reverses p and r, leaves c alone and changes no weight. Hence F(p,r) = F(−p,−r).

If r = p, the first relation gives F = 0. If r = −p, the two together give F(p,−p) = −F(−p,p) = −F(p,−p), again zero. In terms of the model,

p + r = γ₁ + γ₂ = s√(2D/Ω)(U₁−U₂),

p − r = (γ₁−γ₂)(n₁−n₂).

Since γ₁−γ₂ = s√(2D/Ω)(U₁+U₂) is positive, there are two cases in which symmetry protects the integer:

- **U₁ = U₂**, whatever the site energies;
- **n₁ = n₂**, which means equal Hartree-Fock site levels, e₁ + U₁/2 = e₂ + U₂/2.

The argument shows that each case is sufficient for N = 2. It does not exclude further zeros of N−2 at full strength, although the leading-order formula derived below vanishes only in these two cases. The first case shows that unequal site energies alone are not enough to break the integer. With U₁ = U₂ = 4 eV and e₂−e₁ = 1 eV the program finds N = 2.000000. The second case appears when U₂ is varied at U₁ = 6 eV and e₂ = 1 eV. At U₂ = 4 eV, N = 2.000000 although the repulsions differ, because 0 + 3 = 1 + 2 makes the site levels equal.

**Size and sign at leading order**

The leading departure is of fourth order in the couplings p, c and r, since Σ_c is quadratic in them. Without c nothing crosses the gap, so every term contains c. Reversing the signs of o and A reverses c alone, so c appears in even powers. The fourth-order candidates are c⁴, c²pr, c²p² and c²r². Antisymmetry under p↔r leaves F = K c²(p²−r²).

To find K, set r = 0. Let H be the filled block, with levels o and A coupled by p, and let R(z) = (z−H)⁻¹. Put z₁ = D/2 and z₂ = D/2+Ω, the energies of v and B. To first order in c, the empty vector v acquires the filled part cR(z₁)|A⟩, and B acquires cR(z₂)|o⟩. The weight of A in these vectors is

L_h = c²[R_AA(z₁)² + R_Ao(z₂)²].

A filled eigenvector i of H with energy Eᵢ acquires a B component of size c⟨o|i⟩/(z₂−Eᵢ). Summing the squares gives

L_e = c²[R(z₂)²]_oo = c²[R_oo(z₂)² + R_oA(z₂)²].

The off-diagonal terms cancel in the difference. Inverting the two-by-two block gives

R_AA(z₁) = 1/(D+Ω − p²/D),

R_oo(z₂) = 1/(D+Ω − p²/(D+2Ω)).

Squaring and expanding to order p²,

F = [2c²p²/(D+Ω)³][1/D − 1/(D+2Ω)] = 4Ωc²p²/[D(D+2Ω)(D+Ω)³].

This fixes K. Since N−2 = 2F, restoring r gives

N − 2 ≈ 8Ωc²(p²−r²)/[D(D+2Ω)(D+Ω)³],

p² − r² = s²(2D/Ω)(U₁²−U₂²)(n₁−n₂).

At this order, N falls below 2 when the site with the larger repulsion is the less occupied one, as here.

For the example,

c = 0.49307(2.8213+0.9404) = 1.855,

p = 2.8213 × 0.41706 − 0.9404 × 0.58294 = 0.628,

r = 2.8213 × 0.58294 − 0.9404 × 0.41706 = 1.252.

The formula gives N−2 ≈ −0.0238. When Σ_c is multiplied by 0.001, the program finds −2.3737×10⁻⁸. Dividing by 0.001² gives −0.0237, in agreement. Doubling the factor multiplies the departure by 3.996, close to the 4 of a second-order effect. At full strength the departure is −0.0107, less than half the leading estimate, so higher orders matter here and oppose the leading term.

**The starting point matters**

The two conditions above were derived for a Hartree-Fock start. They do not guarantee the integer from every other start. Suppose G₀ is taken from Hartree theory and exchange is added in the Dyson equation. For a symmetric dimer with e₁ = e₂ and U₁ = U₂ = U, the orbitals are unchanged and p = r = 0. The Hartree potential is U, however, while the static potential in the Dyson equation is U/2. Levels o and v therefore move down by U/2 relative to A and B. The separation v–A becomes D+Ω−U/2, and o–B becomes D+Ω+U/2.

Each pair is a two-level problem with the same coupling c. The smaller separation mixes more strongly, so L_h > L_e and N > 2. For U = 4 eV the program gives N = 2.1496. Even complete site symmetry does not protect the number from this start.

**GW0**

Keep Ω and γ fixed, but build Σ_c from the G that the Dyson equation returns, and update the static potential Uᵢnᵢ. If the input G has m filled poles, M has m lower auxiliary levels and m+1 filled eigenvectors, as long as the gap stays open. The norm count is now

N/2 + (m−L_h) + L_e = m+1,

so N/2−1 = L_h−L_e as before, with q running over all input poles.

Each iteration adds two poles, so the self-consistent G has an unlimited set of them. The leakage sums nevertheless stay finite. Their denominators exceed Ω². The residues of G sum to the unit matrix, so the sum of c_qk² over all k is at most Σᵢγᵢ²x_q(i)², and the further sum over q is at most γ₁²+γ₂². All terms are positive, so their order does not matter.

At self-consistency the input and output Green's functions coincide. Now q and k do run over the same poles, and the exchange of names that failed for G0W0 is valid. It gives L_h = L_e and

N = 2.

The static potential affects the values of E_k and x_k, but not the exchange.

In the example, successive iterations give N = 1.98926, 2.00775 and 1.99576, then 1.99851 at the fifth and 2.00010 at the tenth. Here the static density is moved 0.4 of the way to its new value in each iteration, and N converges to 2 within rounding. The path depends on this fraction, and too large a fraction can keep the iteration from settling. Both leakages end at 0.057257. They have become equal, not zero: satellites still carry weight across the gap, but the two transfers balance. In this example, the early iterations do not yet have this balance.

**Full GW**

Now W is built from the same G. Each pair j of a filled and an empty pole has an energy difference D_j and a transition density d_j, the product of the two site amplitudes. Collect the columns √(4D_j) d_j in a matrix Q, and the energies D_j in a diagonal matrix Δ. Then

χ = Q(ω²−Δ²)⁻¹Qᵀ.

Insert this in W = V+VχW and define Z = (ω²−Δ²)⁻¹QᵀW. Multiplying W by Qᵀ gives (ω²−Δ²)Z = QᵀV + QᵀVQ Z, so

W − V = VQZ = VQ(ω²−Δ²−QᵀVQ)⁻¹QᵀV.

The matrix Δ²+QᵀVQ is symmetric and positive. With eigenvalues Ω_m² and normalized eigenvectors u_m,

W − V = Σ_m γ^m(γ^m)ᵀ 2Ω_m/(ω²−Ω_m²),

γ^m = VQu_m/√(2Ω_m).

This is a sum of terms of the form already treated. Each pair (q,m) supplies one auxiliary level, at E_q−Ω_m for filled q and E_q+Ω_m for empty q. The leakages acquire a sum over m, and the exchange of q and k works for each m separately, provided the sums converge. Thus L_h = L_e and N = 2 again.

The proof uses the same G in Σ_c and in the Dyson equation, together with a W that is symmetric in the sites and even in frequency. It does not need W to be consistent with G, which is why GW0 suffices for the particle number.

A separate solution on the imaginary axis gives |N−2| = 2.2×10⁻⁹ for full GW, well inside the tolerance of 10⁻⁶ set for its pole fit. The numerical check also compares this solver with the matrix method for G0W0 and GW0.

**What the integer does and does not say**

The argument needs an open gap, since otherwise the division into filled and empty poles is not defined. It also concerns the total number, not its distribution: n₁ is 0.41706 in Hartree-Fock, 0.43868 in GW0 and 0.43814 in GW, with N = 2 each time. None of these densities is exact. In the singlet basis (both electrons on site 1, both on site 2, one on each) the Hamiltonian has diagonal elements 6, 4 and 1 eV, and −√2 t couples the last state to each of the first two. Its ground state gives n₁ = 0.46813. An N that is an integer for all gapped parameters, as in GW0 and GW, shows that the approximation counts electrons consistently. An integer at special parameters, as in G0W0 with U₁ = U₂ or n₁ = n₂, reflects only a symmetry. Neither shows that the density or the spectrum is accurate.

Computed values

```
hopping t = 1.0 eV
site energies e1, e2 = 0.0, 1.0 eV
repulsions U1, U2 = 6.0, 2.0 eV
HF occupations per spin n1, n2 = 0.41706, 0.58294
HF levels = 1.3201, 3.3482 eV; gap = 2.0281 eV
|transition density| on each site = 0.49307
pole of W0, Omega = 4.4600 eV
|gamma1|, |gamma2| = 2.8213, 0.9404 eV
Sigma poles = -3.1399, 7.8081 eV
G0W0 pole 1 (filled): -3.7333 eV, site weight 0.08587
G0W0 pole 2 (filled): 0.9173 eV, site weight 0.90877
G0W0 pole 3 (empty): 3.5415 eV, site weight 0.88807
G0W0 pole 4 (empty): 8.6108 eV, site weight 0.11730
G0W0 leakages L_h, L_e = 0.064431, 0.069801
G0W0 number N = 1.989261; N - 2 = -0.010739
G0W0 number by quadrature = 1.989261
Sigma_c scaled by 0.002: N - 2 = -9.4862e-08
Sigma_c scaled by 0.001: N - 2 = -2.3737e-08
ratio of these departures = 3.996
G0W0 with U1 = 6.0 eV, U2 = 2.0 eV: N = 1.989261
G0W0 with U1 = 6.0 eV, U2 = 4.0 eV: N = 2.000000
G0W0 with U1 = 6.0 eV, U2 = 6.0 eV: N = 2.000000
G0W0, U1 = U2 = 4.0 eV, e2 - e1 = 1.0 eV: N = 2.000000
Hartree start, e1 = e2, U1 = U2 = 4.0 eV: N = 2.149624
GW0 iteration 1: N = 1.98926140
GW0 iteration 2: N = 2.00775103
GW0 iteration 3: N = 1.99575765
GW0 iteration 5: N = 1.99850953
GW0 iteration 10: N = 2.00009633
GW0 iteration 20: N = 2.00000039
GW0 converged: N = 2.00000000; |N - 2| = 1.0e-14
GW0 leakages L_h, L_e = 0.057257, 0.057257
GW0 occupations per spin = 0.43868, 0.56132
G0W0 gap = 2.6242 eV; GW0 gap = 2.5729 eV
GW converged: N = 2.0000000; |N - 2| = 2.2e-09
GW occupations per spin = 0.43814, 0.56186
```
